# Does Fixed Particle Number Determine the Functional Derivative?: a numerical check

```python
"""
Result under test: at fixed integer electron number N0 the derivative of the
universal functional F[n] is known only up to a constant, -v_i + c. The ensemble
extension to fractional N selects c = -I from below and c = -A from above, so the
derivative jumps by I - A on every site. The exchange-correlation part jumps by
(I - A) - (eps_L - eps_H). A smooth extension of the same fixed-N functional
has no jump.

Model: open Hubbard chain of three sites, N0 = 2, energies in units of t.
 n_i site density, v_i external potential, U on-site repulsion
 E_N ground-state energy, I = E_1 - E_2, A = E_2 - E_3
 F   minimum of hopping + repulsion at given density; T_s is F at U = 0
 E_H = (U/2) sum n_i^2, E_xc = F - T_s - E_H
 eps_H, eps_L highest occupied and lowest unoccupied Kohn-Sham levels
"""
from itertools import combinations
import numpy as np
from scipy.optimize import minimize

SITES = 3
T_HOP = 1.0
U_INT = 4.0
V_EXT = np.array([-6.0, -5.0, -4.5])
UNIT = np.eye(SITES)


def spin_block(count):
    """Hopping matrix and site occupations for one spin species."""
    configs = list(combinations(range(SITES), count))
    dim = len(configs)
    occ = np.zeros((SITES, dim))
    hop = np.zeros((dim, dim))
    for a, ca in enumerate(configs):
        for site in ca:
            occ[site, a] = 1.0
        for b, cb in enumerate(configs):
            moved = sorted(set(ca) ^ set(cb))
            # nearest-neighbour hops on an open chain carry no fermion sign
            if len(moved) == 2 and moved[1] - moved[0] == 1:
                hop[a, b] = -T_HOP
    return hop, occ


def build_sector(number):
    """Lowest-|Sz| sector, which contains every spin multiplet."""
    hop_a, occ_a = spin_block((number + 1) // 2)
    hop_b, occ_b = spin_block(number // 2)
    da, db = len(hop_a), len(hop_b)
    hop = np.kron(hop_a, np.eye(db)) + np.kron(np.eye(da), hop_b)
    occ = np.array([np.kron(occ_a[i], np.ones(db))
                    + np.kron(np.ones(da), occ_b[i]) for i in range(SITES)])
    double = sum(np.kron(occ_a[i], occ_b[i]) for i in range(SITES))
    return hop, occ, double


SECTOR = {number: build_sector(number) for number in range(2 * SITES + 1)}


def ground(number, v, u):
    """Energy, density, density response and state of the ground state."""
    hop, occ, double = SECTOR[number]
    energies, states = np.linalg.eigh(hop + np.diag(u * double + v @ occ))
    psi = states[:, 0]
    amp = (occ * psi) @ states[:, 1:]
    response = 2 * (amp / (energies[0] - energies[1:])) @ amp.T
    return energies[0], occ @ psi**2, response, psi


def legendre(n, u):
    """Ensemble functional: maximum over potentials of E(N; v) - sum v n."""
    total = n.sum()
    low = int(np.floor(total + 1e-9))
    q = total - low
    if abs(q) < 1e-9:
        parts = [(1.0, low)]
    else:
        parts = [(1.0 - q, low), (q, low + 1)]

    def objective(v):
        value, grad, hess = -v @ n, -n.copy(), np.zeros((SITES, SITES))
        for weight, number in parts:
            e, dens, resp, _ = ground(number, v, u)
            value += weight * e
            grad += weight * dens
            hess += weight * resp
        return value, grad[:-1], hess[:-1, :-1]

    v = V_EXT - V_EXT[-1]          # gauge: potential zero on the last site
    value, grad, hess = objective(v)
    for _ in range(100):
        if np.max(np.abs(grad)) < 1e-13:
            break
        step = np.append(-np.linalg.solve(hess, grad), 0.0)
        scale = 1.0
        trial = objective(v + step)
        while trial[0] < value - 1e-13 and scale > 1e-8:
            scale /= 2
            trial = objective(v + scale * step)
        v = v + scale * step
        value, grad, hess = trial
    assert np.max(np.abs(grad)) < 1e-9
    return value, v


def F(n):
    return legendre(n, U_INT)[0]


def Ts(n):
    return legendre(n, 0.0)[0]


def Exc(n):
    return F(n) - Ts(n) - 0.5 * U_INT * np.sum(n**2)


def directional(func, n, h, s=1e-4):
    """Second-order one-sided derivative along h."""
    return (-3 * func(n) + 4 * func(n + s * h) - func(n + 2 * s * h)) / (2 * s)


def site_derivative(func, n, side):
    return np.array([side * directional(func, n, side * e) for e in UNIT])


def central(func, n, s=1e-4):
    return np.array([(func(n + s * e) - func(n - s * e)) / (2 * s)
                     for e in UNIT])


def orbital_levels(v):
    return np.linalg.eigvalsh(spin_block(1)[0] + np.diag(v))


def show(label, value, unit="t", digits=5):
    text = " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(value))
    print(f"{label}: {text} {unit}".rstrip())


# Exact energies, and the conditions on which the result rests
E = np.array([ground(k, V_EXT, U_INT)[0] for k in range(2 * SITES + 1)])
assert np.all(np.diff(E, 2) > 1e-3)            # strict convexity in N
I, A = E[1] - E[2], E[2] - E[3]
_, n0, chi, psi2 = ground(2, V_EXT, U_INT)
_, n3, _, psi3 = ground(3, V_EXT, U_INT)
_, n1, _, _ = ground(1, V_EXT, U_INT)
chi_eig = np.linalg.eigvalsh(chi)
assert abs(chi_eig[-1]) < 1e-10 and chi_eig[-2] < -1e-3

# Legendre value against a direct search over wavefunctions at N = 2.3
q_frac = 0.3
n_frac = n0 + q_frac * np.array([0.2, 0.3, 0.5])
H2 = SECTOR[2][0] + np.diag(U_INT * SECTOR[2][2])
H3 = SECTOR[3][0] + np.diag(U_INT * SECTOR[3][2])
d2 = len(H2)


def search_energy(x):
    a, b = x[:d2], x[d2:]
    return (1 - q_frac) * a @ H2 @ a + q_frac * b @ H3 @ b


def search_gradient(x):
    return np.concatenate([2 * (1 - q_frac) * H2 @ x[:d2],
                           2 * q_frac * H3 @ x[d2:]])


def search_constraints(x):
    a, b = x[:d2], x[d2:]
    dens = (1 - q_frac) * SECTOR[2][1] @ a**2 + q_frac * SECTOR[3][1] @ b**2
    return np.array([a @ a - 1, b @ b - 1, *(dens - n_frac)[:2]])


search = minimize(search_energy, np.concatenate([psi2, psi3]),
                  jac=search_gradient, method="SLSQP",
                  constraints={"type": "eq", "fun": search_constraints},
                  options={"ftol": 1e-13, "maxiter": 500})
F_frac = F(n_frac)
assert np.max(np.abs(search_constraints(search.x))) < 1e-6
assert abs(search.fun - F_frac) < 1e-5

# Fixed N: only zero-sum changes, so a constant in the derivative is invisible
h_zero = np.array([0.5, -0.8, 0.3])
slope_zero = directional(F, n0, h_zero)
for c in (-I, -A, 7.0):
    assert abs(slope_zero - (-V_EXT + c) @ h_zero) < 1e-5

# One-sided derivatives of the ensemble functional
F_minus, F_plus = (site_derivative(F, n0, s) for s in (-1, 1))
assert np.allclose(F_minus, -V_EXT - I, atol=1e-5)
assert np.allclose(F_plus, -V_EXT - A, atol=1e-5)
for h in (np.array([0.7, -0.4, 0.5]), np.array([-0.9, 0.3, -0.2])):
    mu = -A if h.sum() > 0 else -I
    assert abs(directional(F, n0, h) - (-V_EXT @ h + mu * h.sum())) < 1e-5


# A smooth extension with identical values at N = 2 has no jump
def F_scaled(n):
    return F(2 * n / n.sum())


S_minus, S_plus = (site_derivative(F_scaled, n0, s) for s in (-1, 1))
c_scaled = V_EXT @ n0 / 2
assert np.allclose(S_minus, S_plus, atol=1e-5)
assert np.allclose(S_plus, -V_EXT + c_scaled, atol=1e-5)


# Noninteracting functional and its square-root formula
def Ts_root(n):
    return -2 * T_HOP * np.sum(np.sqrt(n[:-1] * n[1:]))


v_s = legendre(n0, 0.0)[1]
levels = orbital_levels(v_s)
gap_KS = levels[1] - levels[0]
Ts_minus, Ts_plus = (site_derivative(Ts, n0, s) for s in (-1, 1))
assert np.allclose(Ts_minus, -v_s + levels[0], atol=1e-5)
assert np.allclose(Ts_plus, -v_s + levels[1], atol=1e-5)
root_derivative = central(Ts_root, n0)
assert np.allclose(root_derivative, Ts_minus, atol=1e-5)
n_low = 0.85 * n0
assert abs(Ts(n0) - Ts_root(n0)) < 1e-9
assert abs(Ts(n_low) - Ts_root(n_low)) < 1e-9
assert Ts(n_frac) > Ts_root(n_frac) + 0.01

# Exchange-correlation jump and the levels it places
xc_minus, xc_plus = (site_derivative(Exc, n0, s) for s in (-1, 1))
Delta_xc = (I - A) - gap_KS
assert np.allclose(xc_plus - xc_minus, Delta_xc, atol=2e-5)
levels_minus = orbital_levels(V_EXT + U_INT * n0 + xc_minus)
levels_plus = orbital_levels(V_EXT + U_INT * n0 + xc_plus)
assert abs(levels_minus[0] + I) < 2e-5
assert abs(levels_plus[1] + A) < 2e-5

# The potential at small finite distances from the integer
near = {}
for eta in (0.01, 0.001):
    near[-eta] = central(Exc, (1 - eta) * n0 + eta * n1)
    near[eta] = central(Exc, (1 - eta) * n0 + eta * n3)
for side, limit in ((-1, xc_minus), (1, xc_plus)):
    far_error = np.max(np.abs(near[side * 0.01] - limit))
    close_error = np.max(np.abs(near[side * 0.001] - limit))
    assert close_error < 0.3 * far_error

show("Hopping t (energy unit)", T_HOP, digits=1)
show("Repulsion U", U_INT, digits=1)
show("External potential, sites 1-3", V_EXT, digits=1)
for k in range(5):
    show(f"Ground-state energy E_{k}", E[k])
show("I = E_1 - E_2", I)
show("A = E_2 - E_3", A)
show("I - A", I - A)
show("Density at N=2, sites 1-3", n0, "electrons")
show("Nonzero response eigenvalues at N=2", chi_eig[:-1], "1/t")
show("F at N=2", F(n0))
show("Density at N=2.3, sites 1-3", n_frac, "electrons")
show("F at N=2.3, Legendre", F_frac)
show("F at N=2.3, wavefunction search", search.fun)
show("Zero-sum direction h", h_zero, "electrons", 1)
show("Slope of F along h, finite difference", slope_zero)
show("Slope of F along h, -sum v h", -V_EXT @ h_zero)
show("dF/dn from below, sites 1-3", F_minus)
show("dF/dn from above, sites 1-3", F_plus)
show("Jump of dF/dn, sites 1-3", F_plus - F_minus)
show("Scaled extension, derivative from below", S_minus)
show("Scaled extension, derivative from above", S_plus)
show("Scaled extension, constant c", c_scaled)
show("KS potential (zero on site 3)", v_s)
show("KS levels in that gauge", levels)
show("KS gap eps_L - eps_H", gap_KS)
show("dTs/dn from below, sites 1-3", Ts_minus)
show("dTs/dn from above, sites 1-3", Ts_plus)
show("Derivative of square-root formula", root_derivative)
show("Ts at N=1.7: Legendre, square-root", [Ts(n_low), Ts_root(n_low)])
show("Ts at N=2.3: Legendre, square-root", [Ts(n_frac), Ts_root(n_frac)])
show("v_xc from below, sites 1-3", xc_minus)
show("v_xc from above, sites 1-3", xc_plus)
show("Jump of v_xc, sites 1-3", xc_plus - xc_minus)
show("Delta_xc = (I-A) - KS gap", Delta_xc)
show("KS levels with v_xc from below", levels_minus)
show("KS levels with v_xc from above", levels_plus)
for shift in (-0.01, -0.001, 0.001, 0.01):
    show(f"v_xc at N={2 + shift:.3f}, sites 1-3", near[shift])
print("verified")
```

Output:

```
Hopping t (energy unit): 1.0 t
Repulsion U: 4.0 t
External potential, sites 1-3: -6.0 -5.0 -4.5 t
Ground-state energy E_0: 0.00000 t
Ground-state energy E_1: -6.75941 t
Ground-state energy E_2: -12.54919 t
Ground-state energy E_3: -16.77743 t
Ground-state energy E_4: -18.93906 t
I = E_1 - E_2: 5.78978 t
A = E_2 - E_3: 4.22824 t
I - A: 1.56154 t
Density at N=2, sites 1-3: 0.91257 0.73774 0.34968 electrons
Nonzero response eigenvalues at N=2: -0.36447 -0.18418 1/t
F at N=2: -1.81145 t
Density at N=2.3, sites 1-3: 0.97257 0.82774 0.49968 electrons
F at N=2.3, Legendre: -1.59206 t
F at N=2.3, wavefunction search: -1.59206 t
Zero-sum direction h: 0.5 -0.8 0.3 electrons
Slope of F along h, finite difference: 0.35000 t
Slope of F along h, -sum v h: 0.35000 t
dF/dn from below, sites 1-3: 0.21022 -0.78978 -1.28978 t
dF/dn from above, sites 1-3: 1.77176 0.77176 0.27176 t
Jump of dF/dn, sites 1-3: 1.56154 1.56154 1.56154 t
Scaled extension, derivative from below: 0.63113 -0.36887 -0.86887 t
Scaled extension, derivative from above: 0.63113 -0.36887 -0.86887 t
Scaled extension, constant c: -5.36887 t
KS potential (zero on site 3): -0.55337 0.34817 0.00000 t
KS levels in that gauge: -1.45250 -0.25380 1.50110 t
KS gap eps_L - eps_H: 1.19869 t
dTs/dn from below, sites 1-3: -0.89912 -1.80067 -1.45250 t
dTs/dn from above, sites 1-3: 0.29957 -0.60198 -0.25380 t
Derivative of square-root formula: -0.89912 -1.80067 -1.45250 t
Ts at N=1.7: Legendre, square-root: -2.25833 -2.25833 t
Ts at N=2.3: Legendre, square-root: -2.72211 -3.08073 t
v_xc from below, sites 1-3: -2.54096 -1.94008 -1.23602 t
v_xc from above, sites 1-3: -2.17811 -1.57723 -0.87317 t
Jump of v_xc, sites 1-3: 0.36285 0.36285 0.36285 t
Delta_xc = (I-A) - KS gap: 0.36285 t
KS levels with v_xc from below: -5.78978 -4.59109 -2.83619 t
KS levels with v_xc from above: -5.42693 -4.22824 -2.47334 t
v_xc at N=1.990, sites 1-3: -2.52897 -1.92412 -1.22272 t
v_xc at N=1.999, sites 1-3: -2.53976 -1.93848 -1.23469 t
v_xc at N=2.001, sites 1-3: -2.17862 -1.57869 -0.87564 t
v_xc at N=2.010, sites 1-3: -2.18321 -1.59181 -0.89787 t
verified
```
